# Vapour pressure of a supercooled precursor compared with its crystal: test program

```python
"""
Result under test: below its melting point Tm, a supercooled liquid has a higher
vapour pressure than the crystal of the same substance, by the factor
    p_liquid / p_crystal = exp[(h/k) (1/T - 1/Tm)],
where h is the fusion enthalpy per molecule, k is Boltzmann's constant and T is
the temperature. Assumed: ideal vapour, equal heat capacities of liquid and
crystal, and no effect of pressure on the condensed phases.
Units: energy eV, temperature K, pressure Torr, volume cubic angstrom (A^3).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

k = const.k / const.e
TORR_A3 = const.torr * 1e-30 / const.e       # eV in one Torr A^3


def log_ratio(T, Tm, h):
    return h / k * (1 / T - 1 / Tm)


def heat_capacity_term(T, Tm, c):
    """Change of the log ratio for a constant liquid-minus-crystal c (eV/K)."""
    return c / k * (1 - Tm / T + np.log(Tm / T))


# Input data of the exercise
h_molar = 20e3                               # J/mol
h = h_molar / (const.N_A * const.e)
Tm, T = 350.0, 300.0
exponent = log_ratio(T, Tm, h)
ratio = np.exp(exponent)
assert abs(ratio - 3.1) < 0.05               # "about 3.1", to two figures

# --- Microscopic model: vapour pressures from partition functions ---
# A condensed molecule has a well depth, six oscillator modes and, optionally,
# sites with one ground conformer and two excited ones.
CONFORMER_GAP = 0.08                         # eV


def condensed(temp, phase):
    """Log partition function and mean energy, from explicit level sums."""
    depth, quantum, sites = phase
    levels = quantum * (np.arange(3000) + 0.5)
    weights = np.exp(-levels / (k * temp))
    z_mode = weights.sum()
    log_z = depth / (k * temp) + 6 * np.log(z_mode)
    energy = -depth + 6 * (levels * weights).sum() / z_mode
    excited = 2 * np.exp(-CONFORMER_GAP / (k * temp))
    log_z += sites * np.log(1 + excited)
    energy += sites * CONFORMER_GAP * excited / (1 + excited)
    return log_z, energy


def log_pressure(temp, phase):
    """ln(p/Torr) of an ideal gas of rotating molecules over the phase."""
    mass = 160 * const.atomic_mass
    wavelength = const.h / np.sqrt(2 * np.pi * mass * const.k * temp)
    rotation = np.sqrt(np.pi) * (k * temp / 1e-5) ** 1.5
    gas = const.k * temp / wavelength**3 * rotation / const.torr
    return np.log(gas) - condensed(temp, phase)[0]


def model_gap(temp, liquid, crystal):
    return log_pressure(temp, liquid) - log_pressure(temp, crystal)


def model_fusion(temp, liquid, crystal):
    return condensed(temp, liquid)[1] - condensed(temp, crystal)[1]


crystal = (0.720, 0.0060, 0)                 # depth eV, quantum eV, sites
plain_liquid = (0.513, 0.0019, 0)
flexible_liquid = (0.572, 0.0030, 6)

# Slope of ln p against the enthalpy of vaporization from Boltzmann averages:
# the gas enthalpy is 4kT (translation 3/2, rotation 3/2, pressure-volume 1).
for phase in (crystal, plain_liquid, flexible_liquid):
    step = 0.1
    slope = (log_pressure(T + step, phase)
             - log_pressure(T - step, phase)) / (2 * step)
    latent = 4 * k * T - condensed(T, phase)[1]
    assert abs(k * T**2 * slope - latent) < 1e-5

# Nearly equal heat capacities: the simple law must hold at each temperature.
Tm_plain = brentq(model_gap, 250, 500, args=(plain_liquid, crystal))
h_plain = model_fusion(Tm_plain, plain_liquid, crystal)
for temp in (300.0, 320.0, 340.0):
    direct = model_gap(temp, plain_liquid, crystal)
    assert abs(direct - log_ratio(temp, Tm_plain, h_plain)) < 1e-3
plain_direct = model_gap(T, plain_liquid, crystal)
plain_law = log_ratio(T, Tm_plain, h_plain)

# Larger liquid heat capacity: the simple law must fail, the correction work.
Tm_flex = brentq(model_gap, 250, 500, args=(flexible_liquid, crystal))
h_flex = model_fusion(Tm_flex, flexible_liquid, crystal)
c_flex = (model_fusion(Tm_flex + 0.5, flexible_liquid, crystal)
          - model_fusion(Tm_flex - 0.5, flexible_liquid, crystal))
flex_direct = model_gap(T, flexible_liquid, crystal)
flex_law = log_ratio(T, Tm_flex, h_flex)
flex_corrected = flex_law + heat_capacity_term(T, Tm_flex, c_flex)
assert c_flex > 0 and flex_direct < flex_law - 0.03
# The remaining error comes from the temperature dependence of c.
assert abs(flex_direct - flex_corrected) < 2e-3

# --- Clausius-Clapeyron path: up the crystal curve, down the liquid curve ---


def follow_curve(p_start, T_start, T_end, latent):
    solution = solve_ivp(lambda t, p: p * latent / (k * t**2),
                         (T_start, T_end), [p_start], rtol=1e-10, atol=1e-12)
    assert solution.success
    return solution.y[0, -1]


p_crystal, h_sub = 2.0, 0.62
for latent in (h_sub, 0.80):                 # sublimation enthalpy must cancel
    p_meeting = follow_curve(p_crystal, T, Tm, latent)
    p_back = follow_curve(p_meeting, Tm, T, latent - h)
    assert abs(p_back / p_crystal - ratio) < 1e-6
p_meeting = follow_curve(p_crystal, T, Tm, h_sub)
p_liquid = follow_curve(p_meeting, Tm, T, h_sub - h)

# --- Effects neglected by the simple law ---
c = 6 * k
shift_c = heat_capacity_term(T, Tm, c)
integral = quad(lambda t: (h + c * (t - Tm)) / (k * t**2), T, Tm)[0]
assert abs(integral - exponent - shift_c) < 1e-9

# Non-ideal vapour: volume per molecule is kT/p + B.
B = -3000.0
delta_mu = h * (1 - T / Tm)


def virial_balance(p):
    work = quad(lambda x: k * T / x + B * TORR_A3, p_crystal, p,
                epsabs=1e-13, epsrel=1e-11)[0]
    return work - delta_mu


p_virial = brentq(virial_balance, p_crystal, 3 * p_liquid, xtol=1e-11)
shift_B = -B * TORR_A3 * (p_liquid - p_crystal) / (k * T)
assert abs(np.log(p_virial / p_liquid) - shift_B) < 1e-5

# Inert gas: compare constant volumes with slightly compressible phases.
P_inert = const.atm / const.torr
v_crystal, v_liquid = 200.0, 230.0
shift_P = (v_liquid - v_crystal) * P_inert * TORR_A3 / (k * T)


def volume_difference(P):
    pascal = P * const.torr
    return (v_liquid * np.exp(-1e-9 * pascal)
            - v_crystal * np.exp(-3e-10 * pascal))


compressible = quad(volume_difference, 0, P_inert)[0] * TORR_A3 / (k * T)
assert abs(compressible / shift_P - 1) < 1e-3

# --- Numbers for the text ---
print(f"Fusion enthalpy: {h_molar/1000:.1f} kJ/mol = {h:.4f} eV")
print(f"Melting temperature: {Tm:.0f} K; source temperature: {T:.0f} K")
print(f"Fusion entropy: {h/Tm/k:.3f} k_B per molecule")
print(f"Chemical potential difference at source: {delta_mu:.5f} eV")
print(f"Thermal energy k_B T at source: {k*T:.5f} eV")
print(f"Exponent ln(p_l/p_s): {exponent:.4f}")
print(f"Pressure ratio p_l/p_s: {ratio:.3f}")
for temp in (350.0, 340.0, 320.0, 300.0):
    print(f"Ratio at {temp:.0f} K: {np.exp(log_ratio(temp, Tm, h)):.3f}")
print(f"Example sublimation enthalpy: {h_sub:.3f} eV")
print(f"Example liquid vaporization enthalpy: {h_sub-h:.4f} eV")
print(f"Crystal pressure at 300 K (chosen): {p_crystal:.2f} Torr")
print(f"Liquid pressure at 300 K: {p_liquid:.2f} Torr")
print(f"Pressure where curves meet at 350 K: {p_meeting:.1f} Torr")
print(f"Rough heat-capacity difference: {c/k:.1f} k_B per molecule")
print(f"Heat-capacity change of exponent: {shift_c:.4f}")
print(f"Ratio with heat-capacity correction: {np.exp(exponent+shift_c):.3f}")
print(f"Rough second virial coefficient: {B:.0f} A^3")
print(f"Virial change of exponent: {shift_B:.2e}")
print(f"Rough volume difference: {v_liquid-v_crystal:.0f} A^3")
print(f"Inert gas pressure: {P_inert:.0f} Torr")
print(f"Inert-gas change of exponent: {shift_P:.2e}")
print(f"Ratio if Tm is 1 K higher: {np.exp(log_ratio(T, Tm+1, h)):.3f}")
print(f"Ratio if h is 5% higher: {np.exp(log_ratio(T, Tm, 1.05*h)):.3f}")
print(f"Plain model melting temperature: {Tm_plain:.2f} K")
print(f"Plain model fusion enthalpy: {h_plain:.4f} eV")
print(f"Plain model exponent at 300 K, direct: {plain_direct:.4f}")
print(f"Plain model exponent at 300 K, law: {plain_law:.4f}")
print(f"Flexible model melting temperature: {Tm_flex:.2f} K")
print(f"Flexible model fusion enthalpy: {h_flex:.4f} eV")
print(f"Flexible model heat-capacity difference: {c_flex/k:.3f} k_B")
print(f"Flexible model exponent at 300 K, direct: {flex_direct:.4f}")
print(f"Flexible model exponent, simple law: {flex_law:.4f}")
print(f"Flexible model exponent, corrected: {flex_corrected:.4f}")
print("success")
```

Output:

```
Fusion enthalpy: 20.0 kJ/mol = 0.2073 eV
Melting temperature: 350 K; source temperature: 300 K
Fusion entropy: 6.873 k_B per molecule
Chemical potential difference at source: 0.02961 eV
Thermal energy k_B T at source: 0.02585 eV
Exponent ln(p_l/p_s): 1.1455
Pressure ratio p_l/p_s: 3.144
Ratio at 350 K: 1.000
Ratio at 340 K: 1.224
Ratio at 320 K: 1.905
Ratio at 300 K: 3.144
Example sublimation enthalpy: 0.620 eV
Example liquid vaporization enthalpy: 0.4127 eV
Crystal pressure at 300 K (chosen): 2.00 Torr
Liquid pressure at 300 K: 6.29 Torr
Pressure where curves meet at 350 K: 61.5 Torr
Rough heat-capacity difference: 6.0 k_B per molecule
Heat-capacity change of exponent: -0.0751
Ratio with heat-capacity correction: 2.916
Rough second virial coefficient: -3000 A^3
Virial change of exponent: 4.14e-04
Rough volume difference: 30 A^3
Inert gas pressure: 760 Torr
Inert-gas change of exponent: 7.34e-04
Ratio if Tm is 1 K higher: 3.206
Ratio if h is 5% higher: 3.329
Plain model melting temperature: 347.71 K
Plain model fusion enthalpy: 0.2065 eV
Plain model exponent at 300 K, direct: 1.0956
Plain model exponent at 300 K, law: 1.0958
Flexible model melting temperature: 347.44 K
Flexible model fusion enthalpy: 0.2058 eV
Flexible model heat-capacity difference: 4.585 k_B
Flexible model exponent at 300 K, direct: 1.0356
Flexible model exponent, simple law: 1.0871
Flexible model exponent, corrected: 1.0352
success
```
